# The return coupling in a nonorthogonal lead self-energy at complex energy: verification in Python

```python
"""
Result under test: for a nonorthogonal basis the lead self-energy is
  Sigma(z) = (z S_DL - H_DL) g(z) (z S_LD - H_LD),
analytic for Im z != 0.  Replacing the last factor by the Hermitian conjugate
of the first introduces z* and gives d(Sigma_wrong)/dz* = (z S_DL-H_DL) g S_LD.
D = device, L = semi-infinite lead, g = lead Green function, H = Hamiltonian,
S = overlap.  Energies are in Ry.  Chain model: onsite energy, hopping and
nearest-neighbour overlap; a = z-onsite, b = z*overlap-hopping.
Density-matrix elements are per spin, at zero temperature.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
inv = np.linalg.inv


def dag(m):
    return m.conj().T


def dbar(f, z, h=1e-5):
    """Derivative with respect to z* by central differences."""
    return (f(z + h) - f(z - h)
            + 1j * (f(z + 1j * h) - f(z - 1j * h))) / (4 * h)


# ---------- general matrices: two orbitals per layer, complex blocks ----------
rng = np.random.default_rng(7)


def rand(scale):
    return scale * (rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))


def herm(scale):
    m = rand(scale)
    return (m + dag(m)) / 2


H00, H01, HDD, HDL = herm(0.2), rand(0.12), herm(0.2), rand(0.12)
S00, S01 = np.eye(2) + herm(0.03), rand(0.06)
SDD, SDL = np.eye(2) + herm(0.03), rand(0.06)


def assemble(diag0, coupling0, diag, coupling, layers):
    n = 2 * (layers + 1)
    m = np.zeros((n, n), complex)
    for i in range(layers + 1):
        k = 2 * i
        m[k:k+2, k:k+2] = diag0 if i == 0 else diag
        if i < layers:
            c = coupling0 if i == 0 else coupling
            m[k:k+2, k+2:k+4] = c
            m[k+2:k+4, k:k+2] = dag(c)
    return m


H_full = assemble(HDD, HDL, H00, H01, 150)
S_full = assemble(SDD, SDL, S00, S01, 150)
assert np.linalg.eigvalsh(S_full).min() > 0.05


def surface_g(z, conjugate_bug=False):
    """Surface block of the semi-infinite lead by layer decimation."""
    bulk = z * S00 - H00
    surf = bulk.copy()
    out = z * S01 - H01
    back = dag(out) if conjugate_bug else z * dag(S01) - dag(H01)
    for _ in range(60):
        x = inv(bulk)
        ob, bo = out @ x @ back, back @ x @ out
        surf, bulk = surf - ob, bulk - ob - bo
        out, back = -out @ x @ out, -back @ x @ back
        if max(np.abs(out).max(), np.abs(back).max()) < 1e-25:
            break
    return inv(surf)


def sigma_matrix(z):
    return (z * SDL - HDL) @ surface_g(z) @ (z * dag(SDL) - dag(HDL))


def sigma_matrix_wrong(z):
    tau = z * SDL - HDL
    return tau @ surface_g(z) @ dag(tau)


def sigma_eliminated(z):
    """Self-energy from its definition, by inverting the full finite system."""
    return z * SDD - HDD - inv(inv(z * S_full - H_full)[:2, :2])


zm = -0.20 + 0.15j
reference = sigma_eliminated(zm)
tau_m, g_m = zm * SDL - HDL, surface_g(zm)
err_right = np.abs(sigma_matrix(zm) - reference).max()
err_wrong = np.abs(sigma_matrix_wrong(zm) - reference).max()
err_transpose = np.abs(tau_m @ g_m @ tau_m.T - reference).max()
g_bug = surface_g(zm, conjugate_bug=True)
sigma_bug = tau_m @ g_bug @ (zm * dag(SDL) - dag(HDL))
err_recursion = np.abs(sigma_bug - reference).max()
assert err_right < 1e-9
assert min(err_wrong, err_transpose, err_recursion) > 1e-5
assert np.allclose(sigma_eliminated(zm.conjugate()), dag(sigma_matrix(zm)),
                   atol=1e-9)
dbar_right = np.abs(dbar(sigma_matrix, zm)).max()
assert dbar_right < 1e-6
dbar_wrong = dbar(sigma_matrix_wrong, zm)
assert np.allclose(dbar_wrong, tau_m @ g_m @ dag(SDL), atol=1e-6)
assert np.abs(dbar_wrong).max() > 1e-4
z_far = 1e6j
limit = SDL @ inv(S_full[2:, 2:])[:2, :2] @ dag(SDL)
far = (z_far * SDL - HDL) @ surface_g(z_far) @ dag(SDL)
assert np.allclose(far, limit, atol=1e-5)
assert np.linalg.norm(limit) > 1e-3
for zz in (zm, -0.2 + 2j):
    w = sigma_matrix_wrong(zz)
    assert np.linalg.eigvalsh((w - dag(w)) / 2j).max() < 0

# ---------- worked example: uniform single-orbital chain ----------
onsite, hopping, overlap, fermi = -0.40, -0.20, 0.20, -0.30


def chain(z):
    """a, b, surface g, correct and wrong self-energy; upper half-plane."""
    z = np.asarray(z, complex)
    a, b = z - onsite, z * overlap - hopping
    g = 4 / (np.sqrt(a - 2 * b) + np.sqrt(a + 2 * b))**2
    return a, b, g, b * b * g, b * g * np.conj(b)


def green(z, wrong=False):
    a, b, g, right, bad = chain(z)
    return 1 / (a - 2 * (bad if wrong else right))


z0 = -0.30 + 0.10j
a0, b0, g0, sig0, bad0 = [complex(x) for x in chain(z0)]
n = 600
neighbours = np.eye(n, k=1) + np.eye(n, k=-1)
H_chain = onsite * np.eye(n) + hopping * neighbours
S_chain = np.eye(n) + overlap * neighbours
G_chain = inv(z0 * S_chain - H_chain)
assert abs(G_chain[0, 0] - g0) < 1e-9
assert abs(G_chain[n // 2, n // 2] - green(z0)) < 1e-9
p0, q0 = a0 - 2 * b0, a0 + 2 * b0
assert abs((np.sqrt(q0) - np.sqrt(p0))**2 / 4 - G_chain[0, 0] * b0**2) < 1e-9
assert abs(1 / np.sqrt(p0) / np.sqrt(q0)
           - G_chain[n // 2, n // 2]) < 1e-9
d_right = complex(dbar(lambda z: chain(z)[3], z0))
d_wrong = complex(dbar(lambda z: chain(z)[4], z0))
assert abs(d_right) < 1e-6
assert abs(d_wrong - b0 * G_chain[0, 0] * overlap) < 1e-6


def small_eta_error(eta):
    c = chain(fermi + 1j * eta)
    return abs(c[4] - c[3])


e3, e4 = small_eta_error(1e-3), small_eta_error(1e-4)
assert 9.5 < e3 / e4 < 10.5
z_high = -0.30 + 2j
a_h, b_h, g_h, sig_h, bad_h = [complex(x) for x in chain(z_high)]
assert sig_h.imag > 0 > bad_h.imag
assert (a_h - 2 * sig_h).imag > 0

# ---------- occupied density-matrix element ----------


def band(k):
    c = np.cos(k)
    return (onsite + 2 * hopping * c) / (1 + 2 * overlap * c)


k_grid = np.linspace(0, np.pi, 1001)
assert np.all(np.diff(band(k_grid)) > 0)
k_fermi = brentq(lambda k: band(k) - fermi, 0, np.pi, xtol=1e-14)
P_bloch = quad(lambda k: 1 / (1 + 2 * overlap * np.cos(k)),
               0, k_fermi, epsabs=1e-12)[0] / np.pi
x20, w20 = np.polynomial.legendre.leggauss(20)


def angle_rule(panels):
    width = np.pi / panels
    mid = (np.arange(panels) + 0.5) * width
    theta = (mid[:, None] + width / 2 * x20).ravel()
    return theta, np.tile(w20 * width / 2, panels)


def contour_P(start, height_ratio, wrong=False, panels=4000):
    """Half-ellipse from start to the Fermi energy; ratio 1 is a semicircle."""
    theta, weight = angle_rule(panels)
    r, centre = (fermi - start) / 2, (fermi + start) / 2
    z = centre - r * np.cos(theta) + 1j * height_ratio * r * np.sin(theta)
    dz = r * np.sin(theta) + 1j * height_ratio * r * np.cos(theta)
    return -np.sum(weight * dz * green(z, wrong)).imag / np.pi


start, deep_start = -0.80, -1.80
ratios = (1.0, 0.5, 0.1, 0.01, 0.001)
right_P = [contour_P(start, r) for r in ratios]
wrong_P = [contour_P(start, r, True) for r in ratios]
deep_right = contour_P(deep_start, 1.0)
deep_wrong = contour_P(deep_start, 1.0, True)
assert max(abs(p - P_bloch) for p in right_P + [deep_right]) < 1e-7
assert abs(wrong_P[0] - P_bloch) > 1e-3
assert abs(deep_wrong - wrong_P[0]) > 1e-3
assert abs(wrong_P[-1] - P_bloch) < 0.1 * abs(wrong_P[2] - P_bloch)

# Area between the half-ellipses with ratios 0.5 and 1.
theta, weight = angle_rule(40)
radius, centre = (fermi - start) / 2, (fermi + start) / 2
area = 0.0
for x, w in zip(x20, w20):
    ratio = 0.75 + 0.25 * x
    zz = centre - radius * np.cos(theta) + 1j * ratio * radius * np.sin(theta)
    _, b, g, _, _ = chain(zz)
    slope = 2 * overlap * b * g * green(zz, True)**2
    area += 0.25 * w * np.sum(weight * (radius * np.sin(theta))**2 * slope)
area_P = 2 / np.pi * area.real
assert abs(area_P - (wrong_P[0] - wrong_P[1])) < 1e-8

# ---------- output ----------
print(f"onsite, hopping, Fermi energy = {onsite:.2f}, {hopping:.2f}, {fermi:.2f} Ry")
print(f"nearest-neighbour overlap = {overlap:.2f} (dimensionless)")
print(f"band bottom, top = {band(0):.6f}, {band(np.pi):.6f} Ry")
print(f"z = {z0:.2f} Ry")
print(f"a = {a0:.6f} Ry")
print(f"b = {b0:.6f} Ry")
print(f"p = a-2b = {p0:.6f} Ry")
print(f"q = a+2b = {q0:.6f} Ry")
print(f"sqrt(p) = {np.sqrt(p0):.6f} Ry^(1/2)")
print(f"sqrt(q) = {np.sqrt(q0):.6f} Ry^(1/2)")
print(f"surface g = {g0:.6f} 1/Ry")
print(f"correct Sigma = {sig0:.6f} Ry")
print(f"wrong Sigma = {bad0:.6f} Ry")
print(f"wrong - correct = {bad0-sig0:.6f} Ry")
print(f"correct Sigma = {sig0*RY_EV:.4f} eV")
print(f"wrong Sigma = {bad0*RY_EV:.4f} eV")
print(f"phase of wrong/correct = {np.degrees(np.angle(bad0/sig0)):.3f} degrees")
print(f"|d Sigma/dz*|, correct, numerical = {abs(d_right):.1e} (dimensionless)")
print(f"d Sigma/dz*, wrong, numerical = {d_wrong:.6f} (dimensionless)")
print(f"b g s, formula = {b0*g0*overlap:.6f} (dimensionless)")
print(f"site G, correct = {complex(green(z0)):.6f} 1/Ry")
print(f"site G, wrong = {complex(green(z0, True)):.6f} 1/Ry")
print(f"|Sigma error| at E_F, Im z=1e-3 Ry: {e3:.4e} Ry")
print(f"|Sigma error| at E_F, Im z=1e-4 Ry: {e4:.4e} Ry")
print(f"high z = {z_high:.2f} Ry")
print(f"Im Sigma at high z, correct, wrong = {sig_h.imag:.6f}, {bad_h.imag:.6f} Ry")
print(f"Im(a-2 Sigma) at high z, correct = {(a_h-2*sig_h).imag:.6f} Ry")
print(f"Fermi wave number times spacing = {k_fermi:.6f} rad")
print(f"P from Bloch states = {P_bloch:.8f} (per spin)")
print(f"contour start = {start:.2f} Ry; semicircle radius = {radius:.2f} Ry")
for r, good, bad in zip(ratios, right_P, wrong_P):
    print(f"height/radius {r:g}: P correct {good:.8f}, wrong {bad:.8f} (per spin)")
print(f"semicircle error of wrong P = {100*(wrong_P[0]/P_bloch-1):.3f} percent")
print(f"start {deep_start:.2f} Ry, semicircle: P correct {deep_right:.8f} (per spin)")
print(f"start {deep_start:.2f} Ry, semicircle: P wrong {deep_wrong:.8f} (per spin)")
print(f"deep-start error of wrong P = {100*(deep_wrong/P_bloch-1):.3f} percent")
print(f"wrong P, ratio 1 minus ratio 0.5 = {wrong_P[0]-wrong_P[1]:.8f} (per spin)")
print(f"same difference from area integral = {area_P:.8f} (per spin)")
print(f"matrix test z = {zm:.2f} Ry")
print(f"matrix max error, correct formula = {err_right:.1e} Ry")
print(f"matrix max error, conjugated return = {err_wrong:.4e} Ry")
print(f"matrix max error, plain transpose = {err_transpose:.4e} Ry")
print(f"matrix max error, conjugate in recursion only = {err_recursion:.4e} Ry")
print("all good")
```

It prints:

```
onsite, hopping, Fermi energy = -0.40, -0.20, -0.30 Ry
nearest-neighbour overlap = 0.20 (dimensionless)
band bottom, top = -0.571429, 0.000000 Ry
z = -0.30+0.10j Ry
a = 0.100000+0.100000j Ry
b = 0.140000+0.020000j Ry
p = a-2b = -0.180000+0.060000j Ry
q = a+2b = 0.380000+0.140000j Ry
sqrt(p) = 0.069773+0.429963j Ry^(1/2)
sqrt(q) = 0.626486+0.111734j Ry^(1/2)
surface g = 1.263777-4.982194j 1/Ry
correct Sigma = 0.052165-0.088581j Ry
wrong Sigma = 0.025276-0.099644j Ry
wrong - correct = -0.026889-0.011063j Ry
correct Sigma = 0.7097-1.2052j eV
wrong Sigma = 0.3439-1.3557j eV
phase of wrong/correct = -16.260 degrees
|d Sigma/dz*|, correct, numerical = 7.3e-11 (dimensionless)
d Sigma/dz*, wrong, numerical = 0.055315-0.134446j (dimensionless)
b g s, formula = 0.055315-0.134446j (dimensionless)
site G, correct = -0.056347-3.607119j 1/Ry
site G, wrong = 0.537381-3.252479j 1/Ry
|Sigma error| at E_F, Im z=1e-3 Ry: 3.9869e-04 Ry
|Sigma error| at E_F, Im z=1e-4 Ry: 3.9987e-05 Ry
high z = -0.30+2.00j Ry
Im Sigma at high z, correct, wrong = 0.074180, -0.093211 Ry
Im(a-2 Sigma) at high z, correct = 1.851639 Ry
Fermi wave number times spacing = 1.936004 rad
P from Bloch states = 0.52817225 (per spin)
contour start = -0.80 Ry; semicircle radius = 0.25 Ry
height/radius 1: P correct 0.52817225, wrong 0.60369143 (per spin)
height/radius 0.5: P correct 0.52817225, wrong 0.58632118 (per spin)
height/radius 0.1: P correct 0.52817225, wrong 0.54502623 (per spin)
height/radius 0.01: P correct 0.52817225, wrong 0.52999737 (per spin)
height/radius 0.001: P correct 0.52817225, wrong 0.52835619 (per spin)
semicircle error of wrong P = 14.298 percent
start -1.80 Ry, semicircle: P correct 0.52817225 (per spin)
start -1.80 Ry, semicircle: P wrong 0.62795078 (per spin)
deep-start error of wrong P = 18.891 percent
wrong P, ratio 1 minus ratio 0.5 = 0.01737025 (per spin)
same difference from area integral = 0.01737025 (per spin)
matrix test z = -0.20+0.15j Ry
matrix max error, correct formula = 7.1e-17 Ry
matrix max error, conjugated return = 2.4345e-02 Ry
matrix max error, plain transpose = 5.0361e-01 Ry
matrix max error, conjugate in recursion only = 2.3932e-02 Ry
all good
```
